Empty-core G=0 energy and the equilibrium density of sodium

**Question**

I am working on an exercise about the G=0 terms of a plane-wave total energy. The ion is described by the Ashcroft empty-core potential, which is zero for r < rc and −Z/r for r > rc. I am asked to show that its G=0 term is α = 2πZrc², to add this to the jellium and Madelung energies, and to find the rc that gives sodium its equilibrium density.

I am stuck in three places. The G=0 component of a potential should be its integral over space, but that integral diverges here, so where does a finite α come from? Jellium has a positive background and the Madelung energy has a negative one, while the crystal has neither. How can I add the two without counting something twice? Finally, which condition fixes rc? For sodium I have Z = 1, a bcc lattice and a rough measured density parameter rs = 3.9 bohr.

**Answer**

The finite α is the integral of the difference between the potential and a pure Coulomb potential. The divergent Coulomb parts cancel against the repulsion among the electrons and among the ions. Once the energy is known as a function of density, rc follows from setting its derivative to zero at the observed density.

I use Hartree atomic units. Let Ω be the volume per ion and n = Z/Ω the electron density. The radius rs is that of a sphere holding one electron, so Ω = Z(4π/3)rs³. The model takes the electrons as uniform and unpolarized and the ions as static. Ions repel each other as point charges Z. The response of the electrons to the G≠0 components of the ionic potential is left out; it would enter at second order in those components.

**1. The finite part of the potential**

Write the potential as

v(r) = −Z/r + w(r).

Outside the core w = 0. Inside it w = Z/r, because v vanishes there. Define α as the integral of w:

α = ∫ [v(r) + Z/r] d³r
  = ∫₀^rc (Z/r) 4πr² dr
  = 4πZ ∫₀^rc r dr
  = 2πZrc².

It is positive because an electron inside the core lacks the attraction that a point ion would exert. For rc → 0 the ion becomes a point charge and α vanishes.

The same constant appears in reciprocal space. The angular integral of exp(−iG·r) is 4π sin(Gr)/(Gr), so for G≠0, with a convergence factor exp(−κr),

v(G) = −(4πZ/G) lim(κ→0) ∫_rc^∞ exp(−κr) sin(Gr) dr.

The radial integral is the imaginary part of

∫_rc^∞ exp[(iG−κ)r] dr = exp[(iG−κ)rc]/(κ−iG).

As κ → 0 this tends to (i/G)exp(iG rc), whose imaginary part is cos(G rc)/G. Using cos x = 1 − x²/2 + …,

v(G) = −4πZ cos(G rc)/G²
     = −4πZ/G² + 2πZrc² + O(G²).

The first term is the divergent Coulomb part, and the constant that remains is α.

**2. Why the divergences cancel**

Replace every Coulomb interaction 1/r by

f(r) = exp(−μ²r²)/r,

and let μ → 0 at the end. The integral of f over space is finite:

I = ∫₀^∞ 4πr exp(−μ²r²) dr = 2π/μ².

The classical electrostatic energies per ion are as follows, where Σ′ runs over all lattice vectors R except R = 0.

Ion-ion: ½Z² Σ′ f(R)

Electron-electron: ½Z·n·I = ½Z²I/Ω

Electron-ion: −Z·n ∫_{r>rc} f d³r = −(Z²/Ω)[I − ∫_{r<rc} f d³r]

The factors ½ prevent double counting of pairs of like particles. The electron-ion energy has no such factor. In the sum, the terms in I combine as ½ − 1 = −½:

E_el = ½Z²[Σ′ f(R) − I/Ω] + (Z²/Ω) ∫_{r<rc} f d³r.

As μ → 0, the last integral tends to 2πrc², so the last term becomes Zα/Ω. The square bracket tends to a finite number φ₀, computed in section 4. It is the potential at an ion site, per unit ionic charge, due to the other ions and a uniform neutralizing charge. Thus

E_el = ½Z²φ₀ + Zα/Ω.

The first term is the Madelung energy. Its negative "background" is the mean charge of the electrons themselves, so their classical repulsion is already included.

In jellium the positive background has the same density n. Its classical energies per electron are ½nI for the electrons, −nI for their attraction to the background and ½nI for the background with itself. They add to zero. What jellium contributes is therefore kinetic, exchange and correlation energy, none of which is in E_el, and nothing is counted twice.

Dividing Zα/Ω by the Z electrons gives the core energy per electron:

α/Ω = 2πZrc² · 3/(4πZrs³) = 3rc²/(2rs³).

**3. The jellium energy**

The states fill a sphere of radius kF. With two spins, n = kF³/(3π²). Since n = 3/(4πrs³),

kF³ = 9π/(4rs³), so kF = (9π/4)^(1/3)/rs.

The mean kinetic energy is

⟨k²/2⟩ = ½ ∫₀^kF k⁴ dk / ∫₀^kF k² dk
       = ½(kF⁵/5)/(kF³/3)
       = (3/10)kF² = a/rs²,

a = (3/10)(9π/4)^(2/3) = 1.10495 Ha bohr².

For exchange, we need the one-spin density matrix between points a distance r apart. With x = kF r,

ρ(r) = ∫_{k<kF} exp(ik·r) d³k/(2π)³
     = (1/(2π²r)) ∫₀^kF k sin(kr) dk
     = (sin x − x cos x)/(2π²r³)
     = (n/2) · 3j₁(x)/x,

where j₁(x) = (sin x − x cos x)/x². The exchange energy per volume is −½∫ρ²/r d³r for each spin. Adding two spins and dividing by n gives, per electron,

e_x = −(1/n) ∫ ρ²/r d³r
    = −(n/4) ∫₀^∞ [3j₁(x)/x]² 4πr dr
    = −(9πn/kF²) ∫₀^∞ j₁²/x dx.

To do the integral, let j₀ = sin x/x. Then j₀′ = −j₁ and j₁′ = j₀ − 2j₁/x, hence

d(j₀² + j₁²)/dx = −2j₀j₁ + 2j₁j₀ − 4j₁²/x = −4j₁²/x.

At x = 0 the sum j₀² + j₁² equals 1, and at infinity it vanishes. The integral is therefore 1/4, and

e_x = −9πn/(4kF²) = −3kF/(4π) = −bx/rs,

bx = (3/(4π))(9π/4)^(1/3) = 0.45817 Ha bohr.

For correlation I take the Perdew-Zunger parametrization, valid in this form for rs ≥ 1:

ec(rs) = −0.1423/D, D = 1 + 1.0529√rs + 0.3334rs.

This is a fit to the correlation energy of the uniform gas, and is an input here.

**4. The Madelung constant**

We need φ₀ = lim(μ→0) [Σ′ f(R) − I/Ω]. Choose a number η > 0 and split 1/r = erfc(ηr)/r + erf(ηr)/r, each part still multiplied by exp(−μ²r²).

The erfc part is short-ranged, so μ can be set to zero in its sum. The erf part is smooth. Add its R = 0 term, which is 2η/√π because erf(x) ≈ 2x/√π at small x, and subtract it again. The full lattice sum of a smooth function h equals (1/Ω) Σ h(G) over reciprocal lattice vectors, by the Fourier series of the periodic function Σ h(r−R) at r = 0.

For G≠0 and μ → 0, the transform of erf(ηr)/r is 4π exp(−G²/4η²)/G². This holds because erf(ηr)/r is the potential of a unit Gaussian charge with transform exp(−G²/4η²), and Poisson's equation supplies the factor 4π/G².

The G=0 term, combined with −I/Ω, leaves minus the integral of the short-ranged part:

−(1/Ω) ∫₀^∞ 4πr erfc(ηr) dr = −π/(Ωη²).

Here integration by parts gives ∫ r erfc(ηr) dr = (η/√π) ∫ r² exp(−η²r²) dr = 1/(4η²). Altogether,

φ₀ = Σ′ erfc(ηR)/R + (4π/Ω) Σ′ exp(−G²/4η²)/G² − 2η/√π − π/(Ωη²).

This is the Ewald sum; η was introduced by an identity, so the result does not depend on it. For a bcc lattice of cubic edge L, Ω = L³/2. The sites are L times integer triples, plus the same set shifted by (½,½,½)L. The vectors G are (2π/L)(h,k,l) with h+k+l even.

Let ra = Z^(1/3)rs be the radius of a sphere of volume Ω. Since φ₀ scales as an inverse length, A = −φ₀ra/2 is a pure number. For bcc the sum gives A = 0.89593. The Madelung energy per ion is ½Z²φ₀ = −AZ²/ra. Per electron it is

−AZ/ra = −AZ^(2/3)/rs.

**5. The condition that fixes rc**

The energy per electron is now

e(rs) = a/rs² − bx/rs + ec(rs) − AZ^(2/3)/rs + 3rc²/(2rs³).

For sodium Z = 1, and we can set b = bx + A = 1.3541 Ha bohr. The core radius belongs to the ion, so it stays fixed when the crystal is compressed or expanded:

e′(rs) = −2a/rs³ + b/rs² + ec′(rs) − 9rc²/(2rs⁴).

Multiply by 2rs⁴/9:

(2/9)rs⁴ e′(rs) = g(rs) − rc²,

g(rs) = (2/9)[b rs² − 2a rs + rs⁴ ec′(rs)].

At zero pressure e′ = 0, so **rc² = g(rs)** at the equilibrium density.

This stationary point is a minimum. The first two terms in the bracket have slope 2(b rs − a), which is positive for rs ≥ 1 because b > a. The correlation term is

rs⁴ec′ = 0.1423 · (rs D′) · (rs^(3/2)/D)².

Here rs D′ = 0.52645√rs + 0.3334rs increases with rs. So does rs^(3/2)/D, because its inverse is a sum of negative powers of rs with positive coefficients. Thus g increases throughout rs ≥ 1, and e′ changes sign once in that range, from negative to positive.

**6. Numbers for sodium**

At rs = 3.9 bohr, ec′ = 0.004451 Ha/bohr. The three terms in the bracket are

b rs² = 1.3541 × 3.9² = 20.596 bohr²
−2a rs = −2 × 1.10495 × 3.9 = −8.619 bohr²
rs⁴ec′ = 3.9⁴ × 0.004451 = 1.030 bohr².

Therefore

rc² = (2/9)(20.596 − 8.619 + 1.030) = 2.890 bohr²,

**rc ≈ 1.70 bohr = 0.90 Å.**

The input density is rough. Using rs = 3.8 or 4.0 bohr gives rc = 1.64 or 1.76 bohr, so a change of 0.1 bohr in rs moves rc by about 0.06 bohr. Leaving out correlation at rs = 3.9 bohr gives rc = 1.63 bohr.

With the fitted radius, α = 2π × 2.890 = 18.16 Ha bohr³. The cell volume is Ω = 248.5 bohr³, so α/Ω = 0.0731 Ha. The energies per electron, in Ha, are

kinetic: 0.0726
exchange: −0.1175
correlation: −0.0325
Madelung: −0.2297
core: 0.0731
total: −0.2340.

The core term is as large as the kinetic energy here. If rc is set to zero, the minimum moves to rs = 1.59 bohr. In this model it is therefore the core term that holds the crystal at the much lower density of sodium. The same calculation exposes a limit of the model: for 1 ≤ rs < 1.59 bohr, g is negative, and no real rc can make such a density the equilibrium one for Z = 1.

The cancellation in section 2 can also be seen in numbers. With μ = 0.2/L, the energies per electron are 19.6020 Ha for ion-ion, 19.8312 Ha for electron-electron and −39.5894 Ha for electron-ion interactions. Their sum is −0.1562 Ha. Halving μ from 0.4/L to 0.2/L makes each large term about four times larger, as I = 2π/μ² suggests. The sum stays finite and extrapolates to −0.1566 Ha, which is the Madelung energy plus the core energy.

**7. How stiff the crystal is, and what the fit means**

The curvature at the minimum gives a quantity that was not fitted. Let u = 4πrs³/3 be the volume per electron. The pressure is −de/du, so the bulk modulus is B = u d²e/du². Since du/drs = 4πrs²,

de/du = e′/(4πrs²).

Differentiating again gives e″/(4πrs²)² plus a term proportional to e′, which vanishes at equilibrium. Hence

B = (4πrs³/3) · e″/(16π²rs⁴) = e″/(12πrs),

e″ = 6a/rs⁴ − 2b/rs³ + ec″ + 18rc²/rs⁵.

With ec″ = −0.00147 Ha/bohr²,

e″ = 0.0287 − 0.0457 − 0.0015 + 0.0577 = 0.0392 Ha/bohr².

It is positive, as a minimum requires, and gives B ≈ 7.8 GPa. This is a prediction of the model at the chosen density, and it is sensitive to that rough input: refitting rc at rs = 3.8 or 4.0 bohr gives about 8.6 or 7.1 GPa.

The value of rc should be used with the energy expression that produced it. Including the second-order response to G≠0 would add another density-dependent term to e(rs), and the condition e′ = 0 would then generally select a different rc. The shift is not small. With Lindhard screening this term is about −0.01 Ha per electron at rc = 1.70 bohr, and refitting at rs = 3.9 bohr gives rc of roughly 1.9 to 2.0 bohr and B of roughly 8 to 9 GPa, depending on whether an exchange-correlation kernel is included in the screening. Thermal and zero-point motion, also omitted here, would likewise alter the fit. Agreement with the observed density is imposed by the choice of rc, so it is no evidence for the accuracy of the model.

The numerical check minimizes an energy built from quadratures, direct lattice sums and an independent implementation of the correlation energy. With the fitted rc, it recovers rs = 3.900 bohr.

Computed values

```
Input valence Z: 1
Input rough sodium rs: 3.9 bohr
Kinetic coefficient a: 1.104951 Ha bohr^2
Exchange coefficient bx: 0.458165 Ha bohr
bcc Madelung constant A: 0.895929 (dimensionless)
Sum b = bx + A: 1.354095 Ha bohr
Correlation slope ec': 0.004451 Ha/bohr
Correlation curvature ec'': -0.001473 Ha/bohr^2
Bracket term b rs^2: 20.5958 bohr^2
Bracket term -2 a rs: -8.6186 bohr^2
Bracket term rs^4 ec': 1.0298 bohr^2
rc^2: 2.8904 bohr^2
Core radius rc: 1.7001 bohr
Core radius rc: 0.8997 angstrom
alpha: 18.1611 Ha bohr^3
Cell volume Omega: 248.475 bohr^3
Energy per electron, kinetic: 0.072646 Ha
Energy per electron, exchange: -0.117478 Ha
Energy per electron, correlation: -0.032492 Ha
Energy per electron, Madelung: -0.229725 Ha
Energy per electron, core (alpha/Omega): 0.073090 Ha
Energy per electron, total: -0.233959 Ha
Curvature e'': 0.039194 Ha/bohr^2
Bulk modulus, formula: 7.843 GPa
Bulk modulus, numerical: 7.843 GPa
Equilibrium rs, numerical minimum: 3.9000 bohr
Equilibrium rs with rc = 0: 1.5930 bohr
rc if rs = 3.8 bohr: 1.6408 bohr
rc if rs = 4.0 bohr: 1.7593 bohr
rc without correlation: 1.6314 bohr
Damping mu times lattice constant: 0.4
  ion-ion per electron: 4.730153 Ha
  electron-electron per electron: 4.957801 Ha
  electron-ion per electron: -9.842780 Ha
  sum per electron: -0.154826 Ha
Damping mu times lattice constant: 0.2
  ion-ion per electron: 19.601995 Ha
  electron-electron per electron: 19.831203 Ha
  electron-ion per electron: -39.589384 Ha
  sum per electron: -0.156186 Ha
Undamped limit, direct sums: -0.156635 Ha
Madelung plus core, formula: -0.156635 Ha
```
